# Optimum cooling power of a normal-insulator-superconductor junction, derived two ways

## Definitions and conventions

A normal metal N is joined through an opaque barrier of normal-state resistance $R$ to a superconductor S with gap $\Delta$. The electrons of N have temperature $T$, the quasiparticles of S have temperature $T_S$, and each side has a Fermi distribution, $f(\epsilon)=1/(e^{\epsilon/kT}+1)$ in N and $f_S$ in S. Energies $E$ are measured from the chemical potential of S. That of N lies at $eV>0$, with $e>0$, so electrons flow from N to S. $I$ is the electron number current times $e$. The heat current $P$ is positive when N is cooled. An electron leaving N at energy $E$ removes the heat $E-eV$, because its replacement enters at the chemical potential of N.

The small parameter is $t=kT/\Delta$, and the bias is written $eV=\Delta-y\,kT$. The result, for $t\ll1$ and $kT_S\ll\Delta$, is that $P$ has one maximum near the gap edge, at $y_*=0.6645$, with height

$$P_{\rm opt}=c_0\frac{\Delta^2}{e^2R}\,t^{3/2}\,[1+O(t)],\qquad c_0=0.5942. \tag{1}$$

The law supposes that the bias is retuned at each $T$. It also needs the backflow of heat from thermal quasiparticles in S, and the heating through states inside the gap, to be far below $P_{\rm opt}$.

## First derivation: tunnelling rates

**The heat integral.** To lowest order in the tunnel coupling, the rate at energy $E$ is proportional to the densities of states on both sides. The matrix element and the density of states of N are taken as constant over a few $\Delta$. In S, an excitation of energy $E>0$ belongs to either of two normal-state energies $\xi=\pm\sqrt{E^2-\Delta^2}$. It accepts an electron with weight $\frac12(1+\xi/E)$. The two weights add to 1, and $|d\xi/dE|=E/\sqrt{E^2-\Delta^2}$. The density of states relative to the normal state is therefore

$$N_S(E)=\frac{|E|}{\sqrt{E^2-\Delta^2}}\quad(|E|>\Delta),\qquad N_S=0\quad(|E|<\Delta);$$

negative energies follow in the same way from electron removal. Forward minus backward rates give $f(1-f_S)-f_S(1-f)=f-f_S$, so

$$P=\frac1{e^2R}\int_{-\infty}^{\infty}(E-eV)N_S(E)\,[f(E-eV)-f_S(E)]\,dE. \tag{2}$$

The prefactor is fixed by the charge current, which has $1/(eR)$ in front and no factor $E-eV$: for $N_S=1$ it must give $I=V/R$.

**Folding.** In the part with $E<0$, replace $E$ by $-E$ and use $f(-\epsilon)=1-f(\epsilon)$:

$$(-E-eV)[f(-E-eV)-f_S(-E)]=(E+eV)[f(E+eV)-f_S(E)].$$

The terms in $f_S$ add to $-[(E-eV)+(E+eV)]f_S=-2Ef_S$. Hence

$$P=\frac1{e^2R}\int_\Delta^\infty N_S\,\{(E-eV)f(E-eV)+(E+eV)f(E+eV)-2Ef_S(E)\}\,dE. \tag{3}$$

The first term removes electrons from above the chemical potential of N. The second removes holes and is of order $e^{-2\Delta/kT}$ near the gap edge. The third is backflow of heat from S, independent of $V$. With $f_S\approx e^{-E/kT_S}$, $E=\Delta\cosh u$ and $a=\Delta/kT_S$, it is

$$P_{\rm back}=\frac{2\Delta^2}{e^2R}\int_0^\infty\cosh^2u\;e^{-a\cosh u}du=\frac{\Delta^2}{e^2R}[K_0(a)+K_2(a)], \tag{4}$$

because $2\cosh^2u=1+\cosh2u$ and $K_n(a)=\int_0^\infty\cosh(nu)e^{-a\cosh u}du$. For large $a$ the bracket tends to $\sqrt{2\pi/a}\,e^{-a}$, so a cold superconductor makes this term exponentially small.

**The edge region.** In the first term put $E=\Delta+kTx$. Then $E-eV=kT(x+y)$, and

$$N_S=\frac{1+tx}{\sqrt{2tx+t^2x^2}}=\frac1{\sqrt{2tx}}\Big(1+\frac34tx+\dots\Big), \tag{5}$$

since $(1+tx)(1+tx/2)^{-1/2}=1+tx-tx/4+\dots$. Energy and $dE$ each supply a factor $kT$, and the edge singularity supplies $t^{-1/2}$:

$$P=\frac{\Delta^2}{e^2R}\,\frac{t^{3/2}}{\sqrt2}\,G(y),\qquad G(y)=\int_0^\infty\frac{x^{-1/2}(x+y)}{e^{x+y}+1}dx. \tag{6}$$

The exponent is thus $2-\frac12$. If the gap were kept but its edge singularity removed, with $N_S=1$ for $|E|>\Delta$, the integral would be $t^2\int_y^\infty u\,du/(e^u+1)$. Its maximum lies at $y=0$, where the integrand changes sign, and equals $\pi^2t^2/12$.

With no gap at all there is no cooling at equal temperatures. The bracket in (2) is then even about $E=eV/2$. Writing $E-eV=(E-eV/2)-eV/2$, the odd part integrates to zero and the rest gives $P=-V^2/2R$, half the Joule heat.

**The optimum.** Define, for $s>0$,

$$A_s(y)=\frac1{\Gamma(s)}\int_0^\infty\frac{x^{s-1}}{e^{x+y}+1}dx,$$

and extend to lower $s$ by $A_{s-1}=-dA_s/dy$. For $s>1$ this relation follows from integration by parts, since a $y$ derivative of the Fermi function equals an $x$ derivative. With $\Gamma(\frac12)=\sqrt\pi$ and $\Gamma(\frac32)=\sqrt\pi/2$,

$$G=\sqrt\pi\,\big(\tfrac12A_{3/2}+yA_{1/2}\big),$$

$$G'=\sqrt\pi\,\big(-\tfrac12A_{1/2}+A_{1/2}-yA_{-1/2}\big)=\sqrt\pi\,\big(\tfrac12A_{1/2}-yA_{-1/2}\big).$$

The stationary point obeys

$$y=r(y),\qquad r=\frac{A_{1/2}}{2A_{-1/2}}. \tag{7}$$

There is one solution. Put $w=e^{-(x+y)}$. Then $A_{1/2}$, $A_{-1/2}$ and $A_{-3/2}$ are integrals over $x$, with the common weight $x^{-1/2}/\sqrt\pi$, of

$$\frac{w}{1+w},\qquad \frac{w}{(1+w)^2},\qquad \frac{w(1-w)}{(1+w)^3}.$$

The first two are positive, so $G'>0$ for $y\le0$. For $y\ge0$, $w\le1$, which gives $A_{1/2}\le2A_{-1/2}$ and $0\le A_{-3/2}\le A_{-1/2}$. Therefore

$$r'=-\frac12+\frac{A_{1/2}A_{-3/2}}{2A_{-1/2}^2}$$

lies between $-\frac12$ and $\frac12$. The function $y-r(y)$ is negative at $y=0$ and rises with slope at least $\frac12$, so it vanishes once. There $G'$ passes from positive to negative, which is a maximum.

Iterating (7) numerically gives $y_*=0.6645$, with $A_{1/2}=0.3819$, $A_{3/2}=0.4407$ and $A_{-1/2}=0.2873$. Then

$$G(y_*)=1.7725\,(0.2204+0.6645\times0.3819)=0.8404,$$

and $c_0=G/\sqrt2=0.5942$, which is (1).

The cooling window is narrow. A numerical root of $G$ lies at $y=-0.723$, so at leading order cooling turns into heating when $eV$ exceeds the gap by $0.72\,kT$. On the other side, $G$ falls as $e^{-y}$ apart from a factor linear in $y$.

**First correction.** The term $3tx/4$ in (5) changes $G$ to $G+tG_1$, with

$$G_1=\tfrac34\big[\Gamma(\tfrac52)A_{5/2}+y\,\Gamma(\tfrac32)A_{3/2}\big].$$

It moves the optimum by $O(t)$. Because $G'(y_*)=0$, that shift changes the height only at relative order $t^2$. The bracket in (1) is therefore $1+c_1t+O(t^2)$, with $c_1=G_1/G=0.795$ at $y_*$.

**The electrons removed.** The same expansion of the charge current gives

$$I=\frac{\Delta}{eR}\sqrt{\frac{\pi t}{2}}\,A_{1/2}=0.479\,\frac{\Delta}{eR}\sqrt t.$$

The mean heat per electron is

$$\frac{eP}{I}=kT\Big(y_*+\frac{A_{3/2}}{2A_{1/2}}\Big)=1.24\,kT.$$

At this order every transferred electron lies at least $y_*kT$ above the chemical potential of N, so the junction removes hot electrons. The electrical source supplies nearly $\Delta$ per electron, hence $P/(IV)\approx1.24\,t$. The superconductor receives $IV+P$.

## Second derivation: scattering of quasiparticles

**Matching waves.** Now the junction is a ballistic contact. Each transverse channel has a barrier $H\delta(x)$ of strength $Z=H/\hbar v_F$, and the pair potential is zero for $x<0$ and $\Delta$ for $x>0$. All wave numbers are set to $k_F$, which requires $\Delta$ to be far below the Fermi energy. An electron arriving from N produces a reflected hole (amplitude $a$), a reflected electron ($b$) and two waves in S ($c$, $d$). With electron and hole components written as a pair,

$$\psi_N=(1,0)e^{ik_Fx}+a(0,1)e^{ik_Fx}+b(1,0)e^{-ik_Fx},$$

$$\psi_S=c(u_0,v_0)e^{ik_Fx}+d(v_0,u_0)e^{-ik_Fx}.$$

Here $u_0^2=\frac12(1+\eta)$, $v_0^2=\frac12(1-\eta)$ and $\eta=\sqrt{E^2-\Delta^2}/E$, for $E>0$. Continuity gives $1+b=cu_0+dv_0$ and $a=cv_0+du_0$. The jump of slope is $\psi_S'-\psi_N'=2k_FZ\psi(0)$. After elimination of $a$ and $b$, its two components become

$$cu_0(1+iZ)+iZdv_0=1,\qquad du_0(1-iZ)=iZcv_0.$$

Inserting the second in the first yields

$$c=\frac{u_0(1-iZ)}{D},\quad d=\frac{iZv_0}{D},\quad a=\frac{u_0v_0}{D},\qquad D=u_0^2+Z^2\eta.$$

Above the gap, a wave in S carries a particle flux reduced by $u_0^2-v_0^2=\eta$. The probabilities of Andreev reflection and transmission are

$$\mathcal A=\frac{u_0^2v_0^2}{D^2},\qquad \mathcal T=\eta(|c|^2+|d|^2)=\frac{\eta(u_0^2+Z^2)}{D^2}, \tag{8}$$

where $u_0^2+v_0^2=1$ was used. Below the gap $\mathcal T=0$, and $\eta$ is imaginary. Taking the squared modulus of $a$ gives

$$\mathcal A=\frac{\Delta^2}{E^2+(\Delta^2-E^2)(1+2Z^2)^2}.$$

**Heat balance in N.** Electrons arrive at the barrier with occupation $f(E-eV)$. Those going back come from ordinary reflection, with probability $1-\mathcal A-\mathcal T$, from Andreev reflection of holes, and from S. An incoming hole at energy $E$ is an empty electron state at $-E$, with probability $1-f(-E-eV)=f(E+eV)$. For $M$ channels and two spins,

$$P=\frac{2M}{h}\int(E-eV)\{\mathcal T[f(E-eV)-f_S(E)]+\mathcal A[f(E-eV)-f(E+eV)]\}dE. \tag{9}$$

The Andreev bracket and $\mathcal A$ are even in $E$, so that part reduces to $-eV$ times a positive integral. It heats N by the pair current times $V$, since pairs carry no heat into S.

In the normal state $\mathcal T=1/(1+Z^2)$, so $2M/h=(1+Z^2)/(e^2R)$. For $Z\to\infty$ at fixed $E$ above the gap, $D\to Z^2\eta$, and (8) gives

$$(1+Z^2)\mathcal T\to\frac1\eta=N_S,\qquad (1+Z^2)\mathcal A\to0.$$

At fixed $E$ inside the gap, $(1+Z^2)\mathcal A$ also vanishes, as $1/Z^2$. Near the edge it grows as the inverse distance from $\Delta$, so the integrated Andreev heating vanishes a little more slowly, as $\ln Z/Z^2$. The density of states of (2) has reappeared as a transmission ratio. The limit is not uniform: $D\approx Z^2\eta$ needs $Z^2\eta\gg\frac12$, which fails within roughly $\Delta/8Z^4$ of the edge, and this width must be far below $kT$. That alone does not ensure cooling: the Andreev heating must also be far below $P_{\rm opt}$, which for small $t$ is the stricter demand and requires, up to a logarithm, $Z^2\gg t^{-3/2}$.

At $t=0.1$ and $eV=0.93\,\Delta$, numerical integration of (9) with $Z^2=10^5$ gives a cooling power 0.21 % below (2), and 94 % of that deficit is Andreev heating. With $Z^2=10^7$ the deficit is 0.003 %.

**Gaussian evaluation.** Put $E=\Delta\cosh u$. Then $N_SdE=\Delta\cosh u\,du$, and the singularity disappears. Near the edge $E\approx\Delta+\Delta u^2/2$ and $\cosh u\approx1$, so the excitations are counted like free particles in one dimension. With $u=\sqrt{2t}\,q$, the heat of one electron is $kT(y+q^2)$ and

$$P=\frac{\Delta^2}{e^2R}\sqrt2\,t^{3/2}\int_0^\infty\frac{y+q^2}{e^{y+q^2}+1}dq. \tag{10}$$

The power of $t$ now reads as heat per electron, $t$, times the range of $u$, $\sqrt t$. For $y>0$ expand the Fermi function as $\sum_{n\ge1}(-1)^{n+1}e^{-n(y+q^2)}$. The Gaussian integrals are $\int_0^\infty e^{-nq^2}dq=\frac12\sqrt{\pi/n}$ and $\int_0^\infty q^2e^{-nq^2}dq=\frac14\sqrt\pi\,n^{-3/2}$, so

$$P=\frac{\Delta^2}{e^2R}t^{3/2}\sqrt{\frac\pi2}\sum_{n\ge1}(-1)^{n+1}e^{-ny}\Big(\frac{y}{\sqrt n}+\frac1{2n^{3/2}}\Big).$$

Setting the $y$ derivative to zero gives $\sum(-1)^{n+1}e^{-ny}\big(\frac1{2\sqrt n}-y\sqrt n\big)=0$. This is (7), because $A_s=\sum(-1)^{n+1}e^{-ny}n^{-s}$ for $y>0$. The substitution $x=q^2$ turns (10) into (6) for every $y$, so the uniqueness proof carries over, and $y_*$ and $c_0$ are the same.

The term $n=1$ alone is the Boltzmann approximation. It peaks at $y=\frac12$ with coefficient $\sqrt{\pi/2}\,e^{-1/2}=0.76$, about 28 % above $c_0$. Fermi statistics therefore matters at the optimum, though it leaves the exponent unchanged.

## What each derivation assumes

Both assume thermal distributions on the two sides, a sharp BCS gap and negligible charging energy. They differ in how they treat the barrier.

The tunnelling argument needs no flat interface or ballistic motion, but it keeps one-electron transfer alone. It also accepts a modified density of states, and this shows where the law ends at low temperature. Lifetime broadening in the Dynes form replaces $\varepsilon=E/\Delta$ by $\varepsilon+i\gamma$ in $N_S$. Inside the gap, to first order, it gives $N_S=\gamma(1-\varepsilon^2)^{-3/2}$. For $\gamma\ll t\ll1$, filled states of N between $0$ and $eV\approx\Delta$ face empty states of S, and the heating is

$$\frac{\Delta^2}{e^2R}\gamma\int_0^1\frac{1-\varepsilon}{(1-\varepsilon^2)^{3/2}}d\varepsilon=\frac{\Delta^2}{e^2R}\gamma\Big[-\sqrt{\frac{1-\varepsilon}{1+\varepsilon}}\Big]_0^1=\gamma\frac{\Delta^2}{e^2R}.$$

Equating this to (1) puts the end of cooling near $t=(\gamma/c_0)^{2/3}$.

The scattering argument holds for any transmission and contains pair transfer, but in its simplest form it needs a clean planar contact and an abrupt pair potential. Equal channels are not essential in the opaque limit, where each channel's transmission is its normal one times $N_S$. In a disordered film, electrons return to the barrier coherently and pair transfer can be much stronger than (8) gives; neither derivation above includes this.

## A cooler at 0.3 K

Take $\Delta=0.2$ meV, $R=1$ kΩ and $T=T_S=0.3$ K. Then $\Delta/k=2.321$ K, $t=0.1293$ and $\Delta^2/e^2R=40$ pW. The leading law gives $0.5942\times40\times0.1293^{3/2}=1.10$ pW. Maximizing the full integral (3) numerically gives

- an optimum bias of 0.184 mV and a current of 38.0 nA;
- a cooling power of 1.20 pW, or $1.20\times10^{-12}$ W;
- an electrical input of 7.01 pW, an efficiency of 0.171, and 8.20 pW delivered to S.

With $T_S=T$ and $\Delta$ held fixed, the powers in pW are:

| $T$ (K) | full integral | leading law | with $c_1$ |
|---|---|---|---|
| 0.1 | 0.220 | 0.213 | 0.220 |
| 0.2 | 0.641 | 0.601 | 0.643 |
| 0.3 | 1.196 | 1.105 | 1.218 |
| 0.4 | 1.776 | 1.701 | 1.934 |
| 0.5 | 2.228 | 2.377 | 2.784 |

The good agreement of the leading law at 0.4 K is partly a cancellation: the correction $c_1t$ raises the power while backflow lowers it. At 0.5 K, (4) gives a backflow of about 0.5 pW, most of the gap between the last column and the full integral.

Let the island have a volume $\Omega=0.1$ μm³ and receive $\Sigma\Omega(T_b^5-T^5)$ from phonons at $T_b=0.3$ K, with $\Sigma=2\times10^9$ W m⁻³ K⁻⁵. The current must return to the island through a second contact, taken here to carry no heat. With S held at 0.3 K and the bias retuned, heat balance is reached at $T=0.166$ K, where the junction removes 0.461 pW.

The gap is roughly that of aluminium, and $\Sigma$ roughly that of copper. The cold superconductor is an assumption at risk here, because S receives about seven times the heat removed from N when the island is at 0.3 K, and about twelve times at 0.166 K. Backflow is 0.018 pW if S stays at 0.3 K. If S warms to 0.59 K, cooling of an island at 0.3 K stops altogether in this model with a fixed gap; the BCS gap would be 2.6 % smaller there. Letting the gap follow the BCS temperature dependence lowers this stopping temperature to 0.58 K, and lowers the 0.5 K entry of the table from 2.228 to 2.196 pW.

With the values below, three other neglected effects are small at 0.3 K. Subgap states with $\gamma=10^{-4}$ cost 0.003 pW, though by themselves they would end cooling near 7 mK. That figure is a limit of the model and not of this device: at 7 mK, $kT\approx0.6$ μeV is below the charging energy given below, and the pair-transfer estimate below, with $R_N=1$ Ω, would already end cooling near 32 mK. For pair transfer in a disordered film, an order-of-magnitude estimate is $V^2R_N/R^2$, second order in the tunnel conductance, with $R_N$ the film resistance over the coherent region. The value of $R_N$ depends on geometry, and for a junction wider than the diffusion length $\sqrt{\hbar D/eV}$, with $D$ the diffusion constant of the film, it can be far below the sheet resistance. For an assumed $R_N=1$ Ω the estimate is 0.03 pW, about 3 % of the cooling power; at the island's balance temperature of 0.166 K the same estimate is about 8 %. The charging energy $e^2/2C$ for $C=50$ fF is 1.6 μeV, against $kT=25.9$ μeV.

All numerical values are calculated from the stated model.
